# Heavy-hole pseudospin under the cubic Zeeman term on (001)

## Problem

A hole sits in the lowest heavy-hole level of a quantum well grown along $[001]$. Let $x,y,z$ be the cubic axes, with $z$ the growth direction. Energies are hole energies, counted downward into the valence band. The four valence states $|m\rangle$, $m=\pm\tfrac32,\pm\tfrac12$, carry the angular momentum $J=\tfrac32$ with the standard ladder phases. The Zeeman term is

$$H=2\mu_B\kappa\,\mathbf B\cdot\mathbf J+2\mu_B q\,(B_xJ_x^3+B_yJ_y^3+B_zJ_z^3).$$

The heavy-hole doublet is called pure when its states contain $|\pm\tfrac32\rangle$ and no light-hole part $|\pm\tfrac12\rangle$. Take $|{+\tfrac32}\rangle$ as pseudospin up and $|{-\tfrac32}\rangle$ as down.

(a) For $\mathbf B=B(\cos\varphi,\sin\varphi,0)$, find the $2\times2$ Hamiltonian of the pure doublet, its splitting and the direction of its pseudospin.

(b) Which parts of the answer depend on the labelling of the states? Where does the magnetic moment point?

(c) What changes if the in-plane axes are turned by an angle $\alpha$ from the cubic axes?

(d) Evaluate the result for a strained Ge well with the rough typical values $\kappa=3.4$, $q=0.06$, at $B=1$ T, $\varphi=30^\circ$ and $T=0.1$ K.

(e) When does the pure-doublet result fail? Work out the effect of a small in-plane strain anisotropy, and size the other corrections.

## Solution

### (a) The doublet Hamiltonian

**The linear term.** With $J_\pm=J_x\pm iJ_y$,

$$J_x=\frac{J_++J_-}{2},\qquad J_y=\frac{J_+-J_-}{2i}.$$

Each operator changes $m$ by one. The doublet states differ by three, so every element of $J_x$ and $J_y$ within the doublet vanishes, and $\kappa$ drops out for an in-plane field.

**The cubic term.** The product of three such operators changes $m$ by $\pm1$ or $\pm3$. Its diagonal elements therefore vanish, and only $J_+^3$ leads from $-\tfrac32$ to $+\tfrac32$. From $J_+|m\rangle=\sqrt{\tfrac{15}{4}-m(m+1)}\,|m+1\rangle$,

$$J_+|{-\tfrac32}\rangle=\sqrt3\,|{-\tfrac12}\rangle,\quad J_+|{-\tfrac12}\rangle=2\,|\tfrac12\rangle,\quad J_+|\tfrac12\rangle=\sqrt3\,|\tfrac32\rangle,$$

so that $\langle\tfrac32|J_+^3|{-\tfrac32}\rangle=\sqrt3\cdot2\cdot\sqrt3=6$. The prefactors are $1/2^3=1/8$ for $J_x^3$ and $1/(2i)^3=1/(-8i)=i/8$ for $J_y^3$. Hence

$$\langle\tfrac32|J_x^3|{-\tfrac32}\rangle=\tfrac34,\qquad \langle\tfrac32|J_y^3|{-\tfrac32}\rangle=\tfrac{3i}{4}.$$

The upper right element of $\sigma_x$ is $1$ and that of $\sigma_y$ is $-i$. Within the doublet, therefore,

$$J_x^3\to\tfrac34\sigma_x,\qquad J_y^3\to-\tfrac34\sigma_y.$$

The minus sign comes from $i^3=-i$: three ladder steps reverse the phase that a single step would give. Multiplying by $2\mu_Bq$,

$$H_{\rm hh}=\tfrac32q\mu_B(B_x\sigma_x-B_y\sigma_y)=\tfrac32q\mu_BB\begin{pmatrix}0&e^{i\varphi}\\e^{-i\varphi}&0\end{pmatrix}.$$

**Splitting.** The square of the last matrix is the identity and its trace is zero, so its eigenvalues are $\pm1$. The energies are $\pm\tfrac32|q|\mu_BB$, and

$$\Delta E=3|q|\mu_BB,\qquad |g|=\frac{\Delta E}{\mu_BB}=3|q|,$$

for every in-plane direction of the field.

**Direction.** For $q>0$ the upper state is $(c_+,c_-)=(1,e^{-i\varphi})/\sqrt2$, since the first row of the matrix gives $e^{i\varphi}e^{-i\varphi}=1$. Its pseudospin is

$$\langle\sigma_x\rangle=2\,{\rm Re}(c_+^*c_-)=\cos\varphi,\qquad \langle\sigma_y\rangle=2\,{\rm Im}(c_+^*c_-)=-\sin\varphi.$$

It lies at the angle $-\varphi$: when the field turns anticlockwise, the pseudospin axis turns clockwise at the same rate. The lower state points the opposite way. For $q<0$ the two states change places, and the axis turns in the same sense.

### (b) Labelling and the magnetic moment

Write $H_{\rm hh}=\tfrac12\mu_B\sum_{ij}\sigma_iG_{ij}B_j$. For a field along $z$, $J_z\to\tfrac32\sigma_z$ and $J_z^3\to\tfrac{27}{8}\sigma_z$, which gives the energy operator $(3\kappa+\tfrac{27}{4}q)\mu_BB_z\sigma_z$. The full tensor is

$$G={\rm diag}(3q,\,-3q,\,g_z),\qquad g_z=6\kappa+\tfrac{27}{2}q.$$

Now exchange the labels up and down. This replaces $\sigma_y$ by $-\sigma_y$ and $\sigma_z$ by $-\sigma_z$, and leaves $\sigma_x$ alone, so that $G={\rm diag}(3q,3q,-g_z)$. The pseudospin then follows the field, at the price of a reversed sign of $g_z$. The sense of rotation thus belongs to the choice of up and down. What survives the exchange is the determinant, $-9q^2g_z$ for $H$ as written. Its sign still depends on a convention. With the standard positive $\kappa$ of Ge, $H$ is the electron Hamiltonian with its sign reversed, and $m$ labels the empty state. The band with that electron missing has angular momentum $-m$ and is governed by the complex conjugate of $H$. With its own $J_z=+\tfrac32$ as up it has $G={\rm diag}(3q,-3q,-g_z)$, so the physical determinant is $+9q^2g_z$.

The magnetic moment is an observable and cannot depend on labels. Its in-plane operator is $-\partial H/\partial B_i=-2\mu_B(\kappa J_i+qJ_i^3)$. In the upper state for $q>0$,

$$\langle J_x\rangle=\langle J_y\rangle=0,\qquad \langle J_x^3\rangle=\tfrac34\cos\varphi,\qquad \langle J_y^3\rangle=-\tfrac34\langle\sigma_y\rangle=\tfrac34\sin\varphi.$$

The moment is $-\tfrac32q\mu_B(\cos\varphi,\sin\varphi)$, antiparallel to $\mathbf B$; in the lower state it is parallel. It stays collinear with the field while the pseudospin counter-rotates. The in-plane pseudospin is therefore not a picture of the angular momentum, whose in-plane average is zero.

The moment found here is that of the pure doublet under the Zeeman term alone. In a real well the field also induces a moment against $\mathbf B$, which grows in proportion to $B$ and is nearly equal in both states. In the well of part (e) this induced moment is the larger one at 1 T.

### (c) Turned axes

Let $x'$ lie at the angle $\alpha$ from $[100]$. The field angle measured from $x'$ is $\varphi'=\varphi-\alpha$. The basis states that belong to the new axes are $|m\rangle'=e^{-i\alpha m}|m\rangle$, so the same physical state has amplitudes $c'_m=e^{i\alpha m}c_m$. The pseudospin angle is the phase of $c_+^*c_-$, and

$$c_+'^{*}c_-'=e^{-3i\alpha/2}\,e^{-3i\alpha/2}\,c_+^*c_-=e^{-3i\alpha}c_+^*c_-.$$

For $q>0$ the upper state then has the angle

$$\theta'=-\varphi-3\alpha=-(\varphi'+\alpha)-3\alpha=-\varphi'-4\alpha.$$

The splitting is unchanged. The offset $4\alpha$ records the fourfold symmetry of the crystal: it is a full turn when $\alpha=90^\circ$. With $x'$ along $[110]$, $\alpha=45^\circ$, the offset is $180^\circ$ and the in-plane block changes sign:

$$H_{\rm hh}=-\tfrac32q\mu_B(B_{x'}\sigma_{x'}-B_{y'}\sigma_{y'}).$$

A sign of $q$ read from such a block has meaning only together with the axes and the phases of the basis states.

### (d) Numbers for a strained Ge well

With $\mu_B=57.884$ µeV/T, the off-diagonal element has the magnitude

$$\tfrac32\times0.06\times57.884\ \text{µeV}=5.210\ \text{µeV}.$$

Its real part is $5.210\cos30^\circ=4.512$ µeV and its imaginary part $5.210\sin30^\circ=2.605$ µeV. The main results are

- $|g|=3\times0.06=0.18$;
- $\Delta E=2\times5.210=10.42$ µeV, or $\Delta E/h=2.52$ GHz;
- pseudospin angle of the upper state: $-30^\circ$.

At 0.1 K, $k_BT=8.617$ µeV. The population of the lower state minus that of the upper is $\tanh(\Delta E/2k_BT)=\tanh(0.605)=0.54$, so this temperature does not freeze the hole into its lower state.

### (e) Where the pure doublet fails

The corrections are sized with a four-band Luttinger model of a well 15 nm wide with hard walls, including the vector potential of the in-plane field. The further rough inputs are $\gamma_1,\gamma_2,\gamma_3=13.4,\,4.2,\,5.7$ and a strain splitting of 45 meV. Confinement adds to this splitting, because the kinetic factors along $z$ are $\gamma_1-2\gamma_2$ for heavy and $\gamma_1+2\gamma_2$ for light holes. The gap is $\Delta=73.1$ meV.

**Zero in-plane momentum.** Here the zero-field states have definite $m$. The terms linear in $B$ are the Zeeman term and products such as $\{k_x,k_z\}\{J_x,J_z\}$ with $k_x\propto B_yz$, where braces denote the symmetrized product. The latter change $m$ by one and cannot join $\pm\tfrac32$. The linear splitting therefore remains $3|q|\mu_BB$. Terms in $B^2$ are even under time reversal and cannot split the doublet, so light-hole mixing first affects the splitting at $B^3$. As a test, with $q=0$ the computed splitting grows by a factor 7.96 between 1 and 2 T, against 8 for a pure cube. With $q=0.06$ the well gives $g=0.1800$ at 0.1 T. At 1 T, for field angles sampled every $15^\circ$ from $0$ to $90^\circ$, $g$ lies between 0.1798 and 0.1804, within 0.3% of $3q$.

**Strain anisotropy.** Unequal strains along $x$ and $y$ add

$$V=s(J_x^2-J_y^2)=\tfrac s2(J_+^2+J_-^2),\qquad |s|=\tfrac12|b|\,|\varepsilon_{xx}-\varepsilon_{yy}|,$$

where $b$ is the deformation potential. From the ladder factors above,

$$\langle\tfrac32|V|{-\tfrac12}\rangle=\tfrac s2\cdot2\sqrt3=\sqrt3\,s,\qquad \langle\tfrac12|V|{-\tfrac32}\rangle=\sqrt3\,s.$$

Let $\mathbf B$ lie along $x$. The elements of $J_x$ between neighbouring states are $\tfrac{\sqrt3}2,\,1,\,\tfrac{\sqrt3}2$. Two three-step paths lead from $\tfrac12$ to $\tfrac32$, one through $\tfrac32$ and one through $-\tfrac12$:

$$\langle\tfrac32|J_x^3|\tfrac12\rangle=\Big(\tfrac{\sqrt3}{2}\Big)^3+1\cdot1\cdot\tfrac{\sqrt3}{2}=\tfrac{7\sqrt3}{8}.$$

The Zeeman element between neighbouring heavy and light states is thus

$$Z=2\mu_BB\Big(\tfrac{\sqrt3}{2}\kappa+\tfrac{7\sqrt3}{8}q\Big)=\sqrt3\,\mu_BB\,(\kappa+\tfrac74q),$$

and by symmetry it is the same between $-\tfrac12$ and $-\tfrac32$. The vector potential adds nothing at this order: with hard walls $V$ joins only heavy and light states with the same envelope, and between these the linear term contains the average of the symmetrized product of $z$ and $k_z$, which vanishes for a real envelope. The light holes lie higher by $\Delta$. Second-order perturbation theory joins $-\tfrac32$ to $\tfrac32$ by two paths, one through each light state, each contributing $-\sqrt3\,s\,Z/\Delta$. The total coupling is

$$\mu_BB\Big[\tfrac32q-\frac{6s(\kappa+\tfrac74q)}{\Delta}\Big].$$

The splitting is twice its magnitude. While the bracket is positive,

$$g=3q-\frac{12s(\kappa+\tfrac74q)}{\Delta}.$$

So $\kappa$, absent from the in-plane response of the pure doublet, returns at first order in $B$, and it is much larger than $q$. With the rough value $|b|=2.5$ eV, a strain difference of $10^{-4}$ and positive $s$, one has $s=0.125$ meV and

$$g=0.18-\frac{12\times0.125\times3.505}{73.1}=0.108,$$

which agrees with the diagonalized well, 0.1082. This small strain removes 40% of the pure value; to leading order the opposite sign of $s$ adds as much. Shear strains act at the same order. In the same well, with the rough shear potential $|d|=5.3$ eV, $\varepsilon_{xz}=10^{-4}$ gives $g=0.25$ for $\mathbf B$ along $x$, and $\varepsilon_{xy}=\pm10^{-4}$ gives about 0.36 or 0.003 for $\mathbf B$ along $[110]$, depending on the sign.

**In-plane momentum.** The kinetic energy contains $k_x^2J_x^2+k_y^2J_y^2$, with the factor $-\gamma_2\hbar^2/m_0$. For $\mathbf k$ along $x$ this mixes in light holes like a strain term with $s=-\gamma_2\hbar^2k^2/2m_0$, which alone would raise $g$ for $\mathbf B$ along $x$; for $\mathbf k$ along $y$ the sign is reversed. The vector potential adds terms of the opposite sign, which outweigh these. For $\mathbf B$ along $x$ at 0.1 T, a hole at the Fermi wave vector of a gas of $10^9$ cm$^{-2}$ has its $g$ shifted by $-0.0046$ if $\mathbf k$ is along $\mathbf B$, and by $+0.0020$ if it is across. The shift grows as $k^2$ at small $k$, and the larger one reaches 10% of $3q$ near $4\times10^9$ cm$^{-2}$. At $10^{11}$ cm$^{-2}$ the two values of $|g|$ are 0.25 and 0.55, so $3q$ no longer describes the gas. In a round dot with $\langle k^2\rangle=1/r^2$ and $r=50$ nm, the two shifts partly cancel and leave $-0.008$, about 5% of $3q$. Such a dot is soft, with a level spacing near 0.45 meV. The shift grows roughly as $1/r^2$, and in a harmonic dot with $r=25$ nm and a spacing near 1.8 meV it is $-0.036$, about 20%.

**Field tilt.** The pure doublet has $g_z=6\times3.4+13.5\times0.06=21.2$. A tilt $\theta$ out of the plane gives

$$g(\theta)=\sqrt{(3q\cos\theta)^2+(g_z\sin\theta)^2}.$$

At $0.1^\circ$ this is 0.184, and at $0.49^\circ$ the two parts are equal. The orbital coupling of $B_z$ to the light holes, left out of this $g_z$, lowers it and relaxes these angles somewhat. Measuring $3q$ to within 10% still requires alignment to a few tenths of a degree.

**The real case.** Holes in strained Ge wells between SiGe barriers, often held in gate-defined dots, have in-plane $g$ factors of roughly a few tenths and out-of-plane ones of roughly ten, so the model has the right strong anisotropy. Its $g_z$ is on the high side, and a smaller $g_z$ would relax the alignment condition in proportion. An assumption easily broken in a device is the absence of light-hole admixture: for the numbers above and $\mathbf B$ along $x$, uneven strain of $10^{-4}$ moves $g$ by 40%, and the momentum in a round dot by 5% at 50 nm and by 20% at 25 nm. Hard walls, the missing split-off band and the missing inversion asymmetry, including gate fields, limit these estimates. An in-plane $g$ measured in a dot should therefore not be divided by three and reported as $q$ unless the effects of strain, dot size and shape, and field tilt are known to be small. The main values used here are collected in the numerical output.

## Values computed for the example and the checks

```
Inputs (rough, strained Ge well)
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7
kappa = 3.4, q = 0.06
well width = 15.0 nm, strain splitting = 45.0 meV
B = 1.0 T, field angle = 30.0 deg, T = 0.1 K
Bohr magneton = 57.884 ueV/T
Pure doublet
<3/2|J+^3|-3/2> = 6.0000
<3/2|Jx^3|-3/2> = 0.7500
<3/2|Jy^3|-3/2> = 0.7500 i
off-diagonal, real part = 4.512 ueV
off-diagonal, imaginary part = 2.605 ueV
off-diagonal, magnitude = 5.210 ueV
splitting = 10.419 ueV
in-plane |g| = 0.1800
splitting / h = 2.519 GHz
pseudospin angle, upper state = -30.00 deg
thermal energy kT = 8.617 ueV
thermal polarization = 0.540
pure-doublet g_z = 21.21
Complete well, zero in-plane momentum
heavy-light gap = 73.1 meV
g at 0.1 T = 0.18000
g at 1.0 T, least over angles = 0.17977
g at 1.0 T, greatest over angles = 0.18044
q = 0: splitting(2 T)/splitting(1 T) = 7.960
Neglected effects
g at 0.1 deg tilt out of plane = 0.1838
tilt with equal parts = 0.486 deg
|b| = 2.5 eV, exx-eyy = 1e-04
strain coupling s = 0.1250 meV
g with this strain, well = 0.1082
g with this strain, formula = 0.1081
g shift at 1e9 cm^-2, k along B = -0.00464
g shift at 1e9 cm^-2, k across B = +0.00203
density for a 10% shift = 3.88e+09 cm^-2
k_F at 1e11 cm^-2 = 0.0793 1/nm
|g| at this k_F, k along B = 0.249
|g| at this k_F, k across B = 0.549
round dot, <k^2> = 1/r^2, r = 50.0 nm
g shift in this dot = -0.0083
```
